# Polarization and Cutoff in a Narrow Conducting Slit, part 1

(Sections cited here and not found follow in the second part.)

## First half: the perfectly conducting slit

### What scaling and symmetry fix

Consider light travelling along \(z\) between two parallel walls at \(x=0\) and \(x=w\). The walls are perfect conductors and extend without limit along \(y\), which is the long direction of the slit. The space between them holds a uniform, lossless, non-magnetic filling of refractive index \(n\). If the wavelength in vacuum is \(\lambda_0\), the wavelength in the filling is \(\lambda=\lambda_0/n\).

A perfect conductor admits no field, so it contributes no penetration depth and no other length. The problem then contains two lengths, \(w\) and \(\lambda\). If a mode varies along the slit axis as \(e^{ik_zz}\), the product \(k_zw\) is dimensionless and must be a function of the one available ratio:

\[
k_zw=G(w/\lambda).
\]

If the mode stops propagating at some width, that width must therefore be a pure number times \(\lambda\). Scaling cannot supply the number, and it cannot exclude the value zero, which would mean that there is no cutoff.

Symmetry shows why two different numbers may occur. Let the fields be independent of \(y\), and reflect the system in a plane \(y=\text{constant}\). The slit is unchanged. The reflection reverses \(E_y\) and leaves \(E_x\) and \(E_z\) alone. The magnetic field is an axial vector, so the reflection reverses \(H_x\) and \(H_z\) and leaves \(H_y\) alone. The reflected field is again a solution of the same linear problem, and so are half the sum and half the difference of the original and reflected fields. Every solution thus splits into two independent parts:

\[
(E_y,H_x,H_z)\qquad\text{and}\qquad(H_y,E_x,E_z).
\]

In the first part the electric field is parallel to the slit. In the second it lies in the plane across the slit, and the magnetic field is parallel to it. I call these the parallel and the perpendicular polarization. What remains is to find the number for each.

### The field equations

Take the time factor \(e^{-i\omega t}\), so that \(\partial_t\) becomes \(-i\omega\). With \(\epsilon_f=n^2\epsilon_0\) for the filling, Maxwell's curl equations are

\[
\nabla\times\mathbf E=i\omega\mu_0\mathbf H,\qquad
\nabla\times\mathbf H=-i\omega\epsilon_f\mathbf E .
\]

Set \(\partial_y=0\). The three components that involve \(E_y\) are

\[
-\partial_zE_y=i\omega\mu_0H_x,\qquad
\partial_xE_y=i\omega\mu_0H_z,
\]
\[
\partial_zH_x-\partial_xH_z=-i\omega\epsilon_fE_y .
\]

Since \(1/i=-i\), the first two give

\[
H_x=\frac{i}{\omega\mu_0}\partial_zE_y,\qquad
H_z=-\frac{i}{\omega\mu_0}\partial_xE_y .
\]

Inserting these in the third yields

\[
\frac{i}{\omega\mu_0}(\partial_x^2+\partial_z^2)E_y=-i\omega\epsilon_fE_y .
\]

Multiply by \(\omega\mu_0/i\) and define \(k^2=\omega^2\mu_0\epsilon_f\), so that \(k=2\pi/\lambda\):

\[
(\partial_x^2+\partial_z^2+k^2)E_y=0 .
\]

The other three components are

\[
-\partial_zH_y=-i\omega\epsilon_fE_x,\qquad
\partial_xH_y=-i\omega\epsilon_fE_z,
\]
\[
\partial_zE_x-\partial_xE_z=i\omega\mu_0H_y .
\]

The first two of these give

\[
E_x=-\frac{i}{\omega\epsilon_f}\partial_zH_y,\qquad
E_z=\frac{i}{\omega\epsilon_f}\partial_xH_y ,
\]

and substitution in the third gives

\[
-\frac{i}{\omega\epsilon_f}(\partial_x^2+\partial_z^2)H_y=i\omega\mu_0H_y .
\]

Multiplication by \(i\omega\epsilon_f\) turns this into \((\partial_x^2+\partial_z^2+k^2)H_y=0\). Both polarizations obey the same wave equation. Any difference between them must come from the walls.

### The wall conditions

The tangential electric field is continuous across a surface, and the field inside the conductor is zero. Hence \(E_y=0\) and \(E_z=0\) at both walls.

For the parallel polarization, \(E_y\) is the function in the wave equation, so that function vanishes at the walls. The normal magnetic field \(H_x\) then vanishes too, because it is proportional to \(\partial_zE_y\) taken along a wall where \(E_y\) is zero everywhere.

For the perpendicular polarization, the tangential electric component is \(E_z\), which is proportional to \(\partial_xH_y\). The function \(H_y\) is free at the walls, but its slope must vanish:

\[
\text{parallel: }E_y=0,\qquad
\text{perpendicular: }\partial_xH_y=0
\qquad(x=0,\,w).
\]

The component \(E_x\) is normal to the walls. It may end there on surface charge and is not restricted.

### The modes

Write either function as \(F(x,z)=X(x)e^{ik_zz}\). The wave equation becomes

\[
X''=-q^2X,\qquad q^2=k^2-k_z^2 .
\]

One should not assume that \(q^2\) is real and positive. To find its sign, multiply by \(X^*\), integrate over the width, and integrate the left side by parts:

\[
\bigl[X^*X'\bigr]_0^w-\int_0^w|X'|^2dx=-q^2\int_0^w|X|^2dx .
\]

The bracket vanishes in both polarizations, since either \(X\) or \(X'\) is zero at each wall. Therefore

\[
q^2=\frac{\int_0^w|X'|^2dx}{\int_0^w|X|^2dx}\ge 0 .
\]

The quantity \(q^2\) measures how strongly the field must vary across the slit. It is zero when \(X\) is constant and positive otherwise.

For \(q>0\) the general solution is \(X=A\sin qx+B\cos qx\). In the parallel polarization, \(X(0)=0\) gives \(B=0\), and \(X(w)=0\) gives \(\sin qw=0\), so \(q=m\pi/w\) with \(m=1,2,\ldots\) For \(q=0\) the solution is \(X=A+Bx\), and the two zeros force \(A=B=0\). The constant is excluded.

In the perpendicular polarization, \(X'(0)=0\) gives \(A=0\), and \(X'(w)=0\) again gives \(\sin qw=0\). For \(q=0\), the slope condition on \(A+Bx\) removes \(B\) but leaves \(A\) free. The constant is allowed. The modes are therefore

\[
E_y\propto\sin\frac{m\pi x}{w}\,e^{ik_zz},\quad m=1,2,\ldots
\]
\[
H_y\propto\cos\frac{m\pi x}{w}\,e^{ik_zz},\quad m=0,1,2,\ldots
\]

and both families obey

\[
k_z^2=k^2-\left(\frac{m\pi}{w}\right)^2 .
\]

### The two cutoff numbers

A mode propagates when \(k_z^2>0\). For \(m\ge1\) this requires \(2\pi/\lambda>m\pi/w\), or \(w>m\lambda/2\). The lowest parallel mode has \(m=1\), so its cutoff width is

\[
w_c=\frac{\lambda}{2}=\frac{\lambda_0}{2n}.
\]

The lowest perpendicular mode has \(m=0\) and hence \(k_z=k\) at every width. The pure number left open by scaling is one half in the first case and zero in the second. Half a wavelength refers to the width of the slit and to the wavelength in its filling. The higher perpendicular modes do have cutoffs, at the same widths \(m\lambda/2\) as the parallel ones.

The result can be tested without the separated solution. The full curl equations were put on a grid between the two walls, with the vanishing of the tangential electric field as the sole wall condition. The lowest parallel mode then reached \(k_z=0\) at \(w/\lambda=0.49999\).

### Why the perpendicular mode needs no width

For \(m=0\), let \(H_y=H_0e^{ikz}\). The formulas above give \(E_z=0\) and

\[
E_x=-\frac{i}{\omega\epsilon_f}(ik)H_0e^{ikz}
=\frac{k}{\omega\epsilon_f}H_0e^{ikz}.
\]

This is a piece of an ordinary plane wave. Its electric field runs straight from one wall to the other. The surface charge density is \(\epsilon_fE_x\) at \(x=0\) and \(-\epsilon_fE_x\) at \(x=w\), where the normal pointing out of the metal is reversed. The walls supply the charge on which the field lines end, so bringing them closer does not force the field to vary across the gap.

The parallel field has no such freedom. It must vanish at both walls and still be nonzero between them, and the least variation that does this is half a sine wave. The mode can also be read as a pair of plane waves, because

\[
\sin\frac{\pi x}{w}=\frac{1}{2i}\left(e^{i\pi x/w}-e^{-i\pi x/w}\right).
\]

Each partial wave has transverse wave number \(\pi/w\) out of a total \(k\). It travels at an angle \(\theta\) to the slit axis given by

\[
\sin\theta=\frac{\pi}{kw}=\frac{\lambda}{2w}.
\]

As the slit narrows, the angle grows. At \(w=\lambda/2\) the waves bounce straight across and no longer advance. For a filling without dispersion, the speed of energy transport shows the same thing. Differentiating \(k_z^2=n^2\omega^2/c^2-(\pi/w)^2\) at fixed \(w\) gives \(2k_z\,dk_z=2n^2\omega\,d\omega/c^2\), so the group velocity is

\[
\frac{d\omega}{dk_z}=\frac{c^2k_z}{n^2\omega}=\frac{c}{n}\,\frac{k_z}{k},
\]

where \(\omega=ck/n\) was used. It falls to zero at cutoff.

### Below cutoff

For \(w<\lambda/2\) the lowest parallel mode has \(k_z=i\kappa\), with

\[
\kappa=\sqrt{\left(\frac{\pi}{w}\right)^2-k^2}.
\]

The positive root describes a field that decays away from an entrance at smaller \(z\). Just below cutoff \(\kappa\) is small and the field reaches far. For \(w\ll\lambda\), \(\kappa\) tends to \(\pi/w\), so the field falls by a factor \(e^{-\pi}\) over one slit width, whatever the wavelength.

Cutoff does not mean that no light passes a finite film. The time-averaged power density along \(z\) for this polarization is

\[
S_z=-\tfrac12\operatorname{Re}(E_yH_x^*)
=\frac{1}{2\omega\mu_0}\operatorname{Im}(E_y^*\partial_zE_y).
\]

The second form follows from \(H_x^*=-(i/\omega\mu_0)\partial_zE_y^*\) and from \(\operatorname{Re}(iab^*)=\operatorname{Im}(a^*b)\). A single decaying wave \(e^{-\kappa z}\) has a real product \(E_y^*\partial_zE_y\) and carries no mean power. In a film of finite thickness the exit sends back a second wave. For \(E_y\propto Ae^{-\kappa z}+Be^{\kappa z}\),

\[
\operatorname{Im}(E_y^*\partial_zE_y)\propto
\kappa\operatorname{Im}(A^*B-AB^*)=2\kappa\operatorname{Im}(A^*B).
\]

The terms in \(|A|^2\) and \(|B|^2\) are real and drop out. The remaining term does not depend on \(z\), as energy conservation in a lossless slit requires. The two waves together carry power through the film, which is tunnelling of light.

### Oblique light and slots of finite length

So far nothing varied along \(y\). Now let the fields vary as \(e^{ik_yy}\), as they do when light arrives tilted along the slit. The two walls are planes normal to \(x\), so the system is unchanged by rotation about the \(x\) axis. The earlier modes may therefore run in any direction in the \(yz\) plane, and the square of their wave number in that plane is \(k_y^2+k_z^2\). Hence

\[
k_z^2=k^2-k_y^2-\left(\frac{m\pi}{w}\right)^2 .
\]

With \(s=|k_y|/k<1\), the condition for the \(m=1\) modes becomes \(k\sqrt{1-s^2}>\pi/w\), and the cutoff width rises to

\[
w_c=\frac{\lambda}{2\sqrt{1-s^2}}.
\]

The \(m=0\) mode still has its electric field along \(x\), and now \(k_z=k\sqrt{1-s^2}\). It still has no cutoff in width. Tilting the light across the slit, along \(x\), changes how strongly each mode is excited, but not its \(k_z\).

Real slots also end. Put conducting walls at \(y=0\) and \(y=L\). There \(E_x\) and \(E_z\) are tangential and must vanish. Two \(m=0\) waves with opposite \(k_y\) can be combined into \(E_x\propto\sin(\pi y/L)e^{ik_zz}\), which meets this condition with \(k_y=\pi/L\). Then

\[
k_z^2=k^2-\left(\frac{\pi}{L}\right)^2 ,
\]

and the mode propagates when \(L>\lambda/2\). The absence of a cutoff is thus a statement about the width of a long slot. The lowest parallel mode has neither \(E_x\) nor \(E_z\), so the end walls leave it unchanged.

## Second half: finite films and real metal

### Symbols and results carried over

The slit has width \(w\) along \(x\), is long in \(y\), and guides light along \(z\) with the factor \(e^{ik_zz-i\omega t}\). The wave number in the filling is \(k=2\pi/\lambda\). Between perfect conductors, the lowest mode with its electric field parallel to the slit has the profile \(\sin(\pi x/w)\) and \(k_z^2=k^2-(\pi/w)^2\). For \(w<\lambda/2\) it decays at the rate \(\kappa=\sqrt{(\pi/w)^2-k^2}\). The lowest mode with its electric field across the slit is uniform in \(x\) and has \(k_z=k\). A function \(F\), equal to \(E_y\) or \(H_y\), describes each polarization. The tangential fields that accompany it are \(H_z\propto\partial_xE_y\) and \(E_z\propto\partial_xH_y/\epsilon\), where \(\epsilon\) is the local relative permittivity. From here on the filling is air, with \(n=1\).

### How the exit changes the decay

Let the slit pierce a perfectly conducting film of thickness \(t\), with air beyond \(z=t\). Consider the parallel polarization below cutoff. Near the exit the field contains other modes besides the lowest. I neglect them in the field at the aperture and write

\[
E_y(x,z)=a(z)\varphi(x),\qquad
\varphi(x)=\sqrt{\frac2w}\,\sin\frac{\pi x}{w},
\]

with \(\int_0^w\varphi^2dx=1\). At \(z=t\) the field is \(a(t)\varphi\) in the opening and zero on the metal face. Its Fourier transform along \(x\) is \(a(t)S(k_x)\), where

\[
S(k_x)=\int_0^w\varphi(x)e^{-ik_xx}dx .
\]

Beyond the film each Fourier component continues as an outgoing or decaying plane wave:

\[
E_y=a(t)\int_{-\infty}^{\infty}\frac{dk_x}{2\pi}\,S(k_x)\,
e^{ik_xx+i\sqrt{k^2-k_x^2}\,(z-t)} .
\]

The square root is positive for \(|k_x|<k\) and positive imaginary for \(|k_x|>k\), so that nothing arrives from infinity and nothing grows.

The tangential magnetic field \(H_x\), and with it \(\partial_zE_y\), is continuous through the opening. Take the \(z\) derivative of the outer field at \(z=t\), multiply by \(\varphi\), and integrate over the opening. Since \(\varphi\) is real, \(\int\varphi e^{ik_xx}dx=S^*(k_x)\), and the result is

\[
a'(t)=iY\,a(t),\qquad
Y=\int_{-\infty}^{\infty}\frac{dk_x}{2\pi}\,|S(k_x)|^2\sqrt{k^2-k_x^2}.
\]

The quantity \(Y\) is the admittance that the outer space presents to the mode, in units of inverse length. Its real part comes from \(|k_x|<k\), the waves that escape. Its imaginary part comes from \(|k_x|>k\), the field stored near the opening.

To evaluate \(S\), let \(p=\pi/w\) and \(I=\int_0^w\sin(px)e^{-ik_xx}dx\). Two integrations by parts of \(\int(\sin px)''e^{-ik_xx}dx\) give

\[
-p^2I=-p\left(1+e^{-ik_xw}\right)-k_x^2I .
\]

The first term on the right is the boundary value of the slope. The boundary value of the sine itself is zero. Solving for \(I\), and using \(|1+e^{-ik_xw}|^2=4\cos^2(k_xw/2)\), gives

\[
|S|^2=\frac2w|I|^2=\frac{8p^2}{w}\,
\frac{\cos^2(k_xw/2)}{(p^2-k_x^2)^2}.
\]

At \(|k_x|=p\) the numerator vanishes together with the denominator, and the ratio stays finite. For large \(|k_x|\) the integrand of \(Y\) falls off as \(|k_x|^{-3}\), so the integral converges.

Inside the slit \(a''=\kappa^2a\). The solution with slope \(iYa(t)\) at the exit is

\[
a(z)=a(t)\left[\cosh\kappa(t-z)-\frac{iY}{\kappa}\sinh\kappa(t-z)\right].
\]

At \(z=t\) the bracket is one. Its derivative there is \((-iY/\kappa)(-\kappa)=iY\), as required. Setting \(z=0\) gives

\[
\frac{a(t)}{a(0)}=
\frac{1}{\cosh\kappa t-(iY/\kappa)\sinh\kappa t}.
\]

For \(\kappa t\gg1\) both hyperbolic functions approach \(e^{\kappa t}/2\), and

\[
\left|\frac{a(t)}{a(0)}\right|^2\simeq
\frac{4}{|1-iY/\kappa|^2}\,e^{-2\kappa t}.
\]

The exit changes the prefactor but not the exponent. This ratio compares the mode at the two ends of the slit. It is not the transmission of the slit, which also depends on how strongly the incident light excites \(a(0)\).

Between perfectly conducting walls, the parallel polarization is cut off below a width of \(\lambda/2\) while the perpendicular one has no cutoff in width, and in a thick film the exit changes the prefactor of the parallel mode's decay but not its exponent. It remains to see what changes when the walls are real metal, and how large the effects are in a numerical example.
